# Is the local energy continuous once the cusp condition holds?: test program

```python
"""
Result under test: a trial function that obeys the cusp condition has a finite
local energy at coalescence, but the limit can depend on direction.
For helium with Psi = exp(-Z(r1+r2) + u(r12)), u = r12/(2(1+b r12)), the limit
r1 -> 0 contains Z u'(r2) (1 - cos gamma), gamma = angle between r1 and r2.
At r12 -> 0 exchange symmetry removes the directional term.

Symbols: Z nuclear charge; b Jastrow parameter (1/bohr); r1, r2 distances of the
electrons from the nucleus; r12 their separation; E_L = (H Psi)/Psi in hartree.
Local energies are computed from this definition by finite differences of Psi
in all six Cartesian coordinates, with 50-digit arithmetic.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 50
Z = 2
b = mp.mpf(1) / 5
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
tiny = mp.mpf(10) ** (-6)      # distance from coalescence, bohr
step = mp.mpf(10) ** (-14)     # finite-difference step, bohr


def norm(v):
    return mp.sqrt(sum(x * x for x in v))


def u(r):
    return r / (2 * (1 + b * r))


def du(r, b=b):
    return 1 / (2 * (1 + b * r) ** 2)


def d2u(r, b=b):
    return -b / (1 + b * r) ** 3


def separation(p, q):
    return norm([x - y for x, y in zip(p, q)])


def psi_cusp(p, q):
    return mp.exp(-Z * (norm(p) + norm(q)) + u(separation(p, q)))


def psi_no_jastrow(p, q):
    return mp.exp(-Z * (norm(p) + norm(q)))


alpha_wrong = mp.mpf(27) / 16


def psi_wrong_cusp(p, q):
    return mp.exp(-alpha_wrong * (norm(p) + norm(q)) + u(separation(p, q)))


def psi_p_wave_corrected(p, q):
    r2 = norm(q)
    p_dot_g = -du(r2) * sum(x * y for x, y in zip(p, q)) / r2
    return psi_cusp(p, q) * mp.exp(mp.mpf(Z) / 2 * norm(p) * p_dot_g)


def orb_1s(p):
    return mp.exp(-Z * norm(p))


def orb_2s(p):
    r = norm(p)
    return (1 - Z * r / 2) * mp.exp(-Z * r / 2)


def psi_product(p, q):
    return orb_1s(p) * orb_2s(q) * mp.exp(u(separation(p, q)))


def psi_symmetrized(p, q):
    return psi_product(p, q) + psi_product(q, p)


def local_energy(psi, p, q):
    x = [mp.mpf(t) for t in list(p) + list(q)]
    centre = psi(x[:3], x[3:])
    laplacian = mp.mpf(0)
    for i in range(6):
        for sign in (1, -1):
            y = list(x)
            y[i] += sign * step
            laplacian += psi(y[:3], y[3:]) - centre
    laplacian /= step ** 2
    potential = (-Z / norm(x[:3]) - Z / norm(x[3:])
                 + 1 / separation(x[:3], x[3:]))
    return -laplacian / (2 * centre) + potential


def directional_dot(r1, r2, r12):
    """Unit vector of r1-r2 dotted into (unit r1 - unit r2), from distances."""
    first = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    second = (r1**2 - r2**2 - r12**2) / (2 * r2 * r12)
    return first - second


def closed_local_energy(r1, r2, r12, b=b):
    slope = du(r12, b)
    return (-Z**2 - d2u(r12, b) - slope**2 + (1 - 2 * slope) / r12
            + Z * slope * directional_dot(r1, r2, r12))


# Closed local energy against the definition at generic configurations
rng = np.random.default_rng(7)
for _ in range(8):
    p = [mp.mpf(float(t)) for t in rng.normal(size=3)]
    q = [mp.mpf(float(t)) for t in rng.normal(size=3)]
    exact = local_energy(psi_cusp, p, q)
    assert abs(exact - closed_local_energy(norm(p), norm(q),
                                           separation(p, q))) < 1e-10

# Electron 1 approaches the nucleus; electron 2 stays on the z axis
r2 = mp.mpf(1)
q = [mp.mpf(0), mp.mpf(0), r2]


def direction(degrees):
    angle = mp.radians(degrees)
    return [mp.sin(angle), mp.mpf(0), mp.cos(angle)]


def near_nucleus(psi, degrees, distance=tiny):
    return local_energy(psi, [distance * t for t in direction(degrees)], q)


def nuclear_limit(degrees, r2):
    return (-Z**2 - d2u(r2) - du(r2)**2 + (1 - 2 * du(r2)) / r2
            + Z * du(r2) * (1 - mp.cos(mp.radians(degrees))))


limits = {}
for degrees in (0, 50, 90, 130, 180):
    limits[degrees] = near_nucleus(psi_cusp, degrees)
    assert abs(limits[degrees] - nuclear_limit(degrees, r2)) < 1e-4
jump = limits[180] - limits[0]
assert abs(jump - 2 * Z * du(r2)) < 1e-4

# Without the Jastrow factor the remaining gradient is zero: no jump
jump_no_jastrow = (near_nucleus(psi_no_jastrow, 180)
                   - near_nucleus(psi_no_jastrow, 0))
assert abs(jump_no_jastrow) < 1e-4

# A wrong exponent leaves a 1/r1 divergence of strength alpha - Z
divergence = tiny * near_nucleus(psi_wrong_cusp, 70)
assert abs(divergence - (alpha_wrong - Z)) < 1e-4

# Slopes of Psi at the nucleus: directional and spherically averaged
origin = [mp.mpf(0)] * 3
psi_zero = psi_cusp(origin, q)


def relative_slope(n):
    return (psi_cusp([tiny * t for t in n], q) / psi_zero - 1) / tiny


axes = [[s if i == j else 0 for j in range(3)]
        for i in range(3) for s in (1, -1)]
mean_slope = sum(relative_slope(n) for n in axes) / 6
slope_toward = relative_slope(direction(0))
slope_away = relative_slope(direction(180))
assert abs(mean_slope + Z) < 1e-4
assert abs(slope_toward - (-Z - du(r2))) < 1e-4
assert abs(slope_away - (-Z + du(r2))) < 1e-4

# The p-wave correction removes the jump and leaves the directional mean
corrected = {d: near_nucleus(psi_p_wave_corrected, d) for d in (0, 90, 180)}
for value in corrected.values():
    assert abs(value - nuclear_limit(90, r2)) < 1e-4

# Electron-electron coalescence at distance R from the nucleus
R = mp.mpf(1) / 2


def near_pair(psi, degrees):
    half = [tiny * t / 2 for t in direction(degrees)]
    centre = [mp.mpf(0), mp.mpf(0), R]
    return local_energy(psi, [c + h for c, h in zip(centre, half)],
                        [c - h for c, h in zip(centre, half)])


log_slope_1s = -Z
log_slope_2s = -mp.mpf(Z) / 2 - (mp.mpf(Z) / 2) / (1 - Z * R / 2)
gradient_difference = log_slope_1s - log_slope_2s
pair = {}
for degrees in (0, 60, 180):
    pair[degrees] = [near_pair(f, degrees)
                     for f in (psi_cusp, psi_product, psi_symmetrized)]
    common = -mp.mpf(1) / 4 + 3 * b
    excited = -mp.mpf(5) * Z**2 / 8 + common
    cosine = mp.cos(mp.radians(degrees))
    assert abs(pair[degrees][0] - (-Z**2 + common)) < 1e-4
    assert abs(pair[degrees][1]
               - (excited - cosine * gradient_difference / 2)) < 1e-4
    assert abs(pair[degrees][2] - excited) < 1e-4


# Whole atom: Gauss-Laguerre quadrature in perimetric coordinates
def atom_averages(n):
    t, w = np.polynomial.laguerre.laggauss(n)
    x, y, z = np.meshgrid(t / 2, t / 2, t / 4, indexing="ij")
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    bf = float(b)
    # the Laguerre weight already holds exp(-2Z(r1+r2))
    weight = weight * r1 * r2 * r12 * np.exp(r12 / (1 + bf * r12))
    weight /= weight.sum()
    energy_local = closed_local_energy(r1, r2, r12, bf)
    slope = du(r12, bf)
    energy_gradient = (Z**2 + slope**2
                       - Z * slope * directional_dot(r1, r2, r12)
                       - Z / r1 - Z / r2 + 1 / r12)
    mean = np.sum(weight * energy_local)
    deviation = np.sqrt(np.sum(weight * (energy_local - mean) ** 2))
    return mean, np.sum(weight * energy_gradient), deviation


coarse = atom_averages(30)
mean_energy, gradient_energy, deviation = atom_averages(44)
assert abs(mean_energy - gradient_energy) < 1e-6
assert abs(mean_energy - coarse[0]) < 1e-6
# squared local energy is not smooth at coalescence: slower convergence
assert abs(deviation - coarse[2]) < 1e-3


def show(label, value, unit, digits=4):
    print(f"{label}: {float(value):.{digits}f} {unit}")


show("nuclear charge Z", Z, "e", 0)
show("Jastrow parameter b", b, "1/bohr", 1)
show("distance r2 of electron 2", r2, "bohr", 1)
show("u'(r2)", du(r2), "1/bohr")
show("u''(r2)", d2u(r2), "1/bohr^2")
print("E_L near nucleus, electron 1 toward / away from electron 2:")
for distance in ("0.1", "0.01", "0.001"):
    d = mp.mpf(distance)
    toward = float(near_nucleus(psi_cusp, 0, d))
    away = float(near_nucleus(psi_cusp, 180, d))
    print(f"  r1 = {distance} bohr: {toward:.4f} / {away:.4f} hartree")
for degrees in (0, 90, 180):
    show(f"E_L limit at nucleus, gamma = {degrees} deg",
         limits[degrees], "hartree")
show("jump through nucleus", jump, "hartree")
show("jump through nucleus", jump * hartree_in_ev, "eV", 2)
show("jump without Jastrow factor", abs(jump_no_jastrow), "hartree")
show("relative slope of Psi toward electron 2", slope_toward, "1/bohr")
show("relative slope of Psi away from electron 2", slope_away, "1/bohr")
show("spherically averaged relative slope", mean_slope, "1/bohr")
show("wrong exponent alpha", alpha_wrong, "1/bohr")
show("r1*E_L at nucleus with wrong exponent", divergence, "hartree bohr")
for distance in ("0.1", "0.01", "0.001"):
    show(f"E_L, wrong exponent, gamma = 90 deg, r1 = {distance} bohr",
         near_nucleus(psi_wrong_cusp, 90, mp.mpf(distance)), "hartree", 3)
for degrees in (0, 90, 180):
    show(f"E_L limit with p-wave correction, gamma = {degrees} deg",
         corrected[degrees], "hartree")
show("electron pair at distance R from nucleus", R, "bohr", 1)
show("radial gradient difference, 1s(1)2s(2)", gradient_difference, "1/bohr")
for degrees in (0, 180):
    print(f"E_L limit at r12 = 0, angle of r12 to R = {degrees} deg:")
    for name, value in zip(("helium ground-state function",
                            "1s(1)2s(2) unsymmetrized",
                            "1s2s symmetrized"), pair[degrees]):
        show("  " + name, value, "hartree")
show("mean local energy of atom", mean_energy, "hartree", 5)
show("energy from gradient form", gradient_energy, "hartree", 5)
show("standard deviation of E_L", deviation, "hartree", 3)
print("no test failed")
```

Running it gives:

```
nuclear charge Z: 2 e
Jastrow parameter b: 0.2 1/bohr
distance r2 of electron 2: 1.0 bohr
u'(r2): 0.3472 1/bohr
u''(r2): -0.1157 1/bohr^2
E_L near nucleus, electron 1 toward / away from electron 2:
  r1 = 0.1 bohr: -3.6941 / -2.3607 hartree
  r1 = 0.01 bohr: -3.6988 / -2.3155 hartree
  r1 = 0.001 bohr: -3.6992 / -2.3109 hartree
E_L limit at nucleus, gamma = 0 deg: -3.6993 hartree
E_L limit at nucleus, gamma = 90 deg: -3.0048 hartree
E_L limit at nucleus, gamma = 180 deg: -2.3104 hartree
jump through nucleus: 1.3889 hartree
jump through nucleus: 37.79 eV
jump without Jastrow factor: 0.0000 hartree
relative slope of Psi toward electron 2: -2.3472 1/bohr
relative slope of Psi away from electron 2: -1.6528 1/bohr
spherically averaged relative slope: -2.0000 1/bohr
wrong exponent alpha: 1.6875 1/bohr
r1*E_L at nucleus with wrong exponent: -0.3125 hartree bohr
E_L, wrong exponent, gamma = 90 deg, r1 = 0.1 bohr: -5.344 hartree
E_L, wrong exponent, gamma = 90 deg, r1 = 0.01 bohr: -33.518 hartree
E_L, wrong exponent, gamma = 90 deg, r1 = 0.001 bohr: -314.773 hartree
E_L limit with p-wave correction, gamma = 0 deg: -3.0048 hartree
E_L limit with p-wave correction, gamma = 90 deg: -3.0048 hartree
E_L limit with p-wave correction, gamma = 180 deg: -3.0048 hartree
electron pair at distance R from nucleus: 0.5 bohr
radial gradient difference, 1s(1)2s(2): 1.0000 1/bohr
E_L limit at r12 = 0, angle of r12 to R = 0 deg:
  helium ground-state function: -3.6500 hartree
  1s(1)2s(2) unsymmetrized: -2.6500 hartree
  1s2s symmetrized: -2.1500 hartree
E_L limit at r12 = 0, angle of r12 to R = 180 deg:
  helium ground-state function: -3.6500 hartree
  1s(1)2s(2) unsymmetrized: -1.6500 hartree
  1s2s symmetrized: -2.1500 hartree
mean local energy of atom: -2.87693 hartree
energy from gradient form: -2.87693 hartree
standard deviation of E_L: 0.311 hartree
no test failed
```
